\section*{Why intervalley scattering halves the weak-localisation logarithm in silicon}

\section{The comparison and the model}

\textbf{Q.} I measure the conductance of an n-channel inversion layer on (001) silicon at a few kelvin. Two valleys are occupied, so I expected the weak-localisation logarithm of two independent electron gases. I am told that strong scattering between the valleys leaves half of it. Why should it, if the phase-coherence time is the same?

\textbf{A.} First let us fix what is compared. The density, the total scattering time $\tau$, the diffusion constant $D$ and the coherence time $\tau_\varphi$ are held fixed. What changes is the time $\tau_i$ after which an electron leaves its valley, with $1/\tau_i$ included in $1/\tau$. I assume one subband, equal isotropic in-plane masses, two spin states conserved in scattering, $k_F\ell\gg1$ with $\ell$ the mean free path, and scattering that is isotropic in the plane. I use atomic units until the conductance is needed.

The valleys lie at $\pm k_0$ along the surface normal $z$. Time reversal exchanges them, and their wavefunctions are complex conjugates. An impurity potential therefore has the same diagonal element $v$ in both valleys. Its off-diagonal elements carry a phase, roughly $2k_0z$ for a scatterer at depth $z$. With Pauli matrices $\tau_x,\tau_y$ in the basis $|+\rangle,|-\rangle$,
\begin{equation}
V=v+u(\cos\phi\,\tau_x+\sin\phi\,\tau_y).
\end{equation}
A $\tau_z$ term would make the two diagonal elements differ, which time reversal forbids. I scale $V$ so that $v^2=1-p$ and $u^2=p$, where $p=\tau/\tau_i$ is the probability that a collision changes the valley. The phases $\phi$ are taken as independent and uniformly distributed; this will matter.

\section{A path and its reverse}

\textbf{Q.} Where does the valley index enter the interference?

\textbf{A.} Weak localisation comes from a closed path interfering with the same path run backwards. Both collect the same orbital phase, because both valleys have the same in-plane motion. The valley parts are
\begin{equation}
A=V_n\cdots V_2V_1,\qquad A_{\rm rev}=V_1V_2\cdots V_n=A^\dagger,
\end{equation}
the last equality holding because each $V$ is Hermitian. Summed over initial and final valleys, the interference and the classical weight are
\begin{equation}
\sum_{ab}A_{ab}(A_{\rm rev})^*_{ab}={\rm Tr}(AA_{\rm rev}^\dagger)={\rm Tr}(A^2),\qquad \sum_{ab}|A_{ab}|^2={\rm Tr}(AA^\dagger).
\end{equation}

The meaning is plainest in the standing waves $|c\rangle=(|+\rangle+|-\rangle)/\sqrt2$ and $|s\rangle=(|+\rangle-|-\rangle)/(i\sqrt2)$. There $\tau_x$ becomes $\sigma_z$ and $\tau_y$ becomes $\sigma_x$, so every $V$ is real and symmetric, and $A_{\rm rev}=A^T$. The interference is then $\sum_{ab}A_{ab}A_{ba}$. If the electron returns to the standing wave it started from, $a=b$, the two amplitudes are equal and interfere fully. If it returns to the other one, $A_{cs}$ must interfere with $A_{sc}$. These are different transitions, and after many random valley collisions their product averages to zero. A scrambled electron returns to its initial standing wave half the time, so half of the interference survives.

\textbf{Q.} Can you show that the product really averages to zero, and how fast?

\textbf{A.} Let $S$ exchange the two members of a valley pair. Then ${\rm Tr}(A^2)={\rm Tr}[S(A\otimes A)]$. The collisions are independent, so the average of $A\otimes A$ is $K^n$, with
\begin{equation}
K=\langle V\otimes V\rangle=(1-p)+\frac p2(\tau_x\otimes\tau_x+\tau_y\otimes\tau_y).
\end{equation}
Here I used $\langle\cos^2\phi\rangle=\langle\sin^2\phi\rangle=1/2$ and zero for $\langle\cos\phi\rangle$, $\langle\sin\phi\rangle$ and $\langle\sin\phi\cos\phi\rangle$. The operator in brackets turns $|{+-}\rangle$ into $2|{-+}\rangle$ and the reverse, and annihilates $|{++}\rangle$ and $|{--}\rangle$. The eigenstates of $K$ are therefore
\begin{align}
|{+-}\rangle+|{-+}\rangle:&\quad \lambda=1, & s&=+1,\nonumber\\
|{++}\rangle,\ |{--}\rangle:&\quad \lambda=1-p, & s&=+1,\\
|{+-}\rangle-|{-+}\rangle:&\quad \lambda=1-2p, & s&=-1,\nonumber
\end{align}
where $s$ is the eigenvalue of $S$. The classical weight averages to 2, because $\langle V^2\rangle=v^2+u^2=1$ lets the product $AA^\dagger$ be averaged from the inside outwards. The interfering fraction after $n$ collisions is thus
\begin{equation}
f_n=\tfrac12\left[1+2(1-p)^n-(1-2p)^n\right].
\end{equation}
For $p=0.2$ and $n=5$ this gives $\frac12(1+0.6554-0.0778)=0.7888$, and an explicit sum over sequences of scatterers gives the same number.

In a time $t$ the number of collisions is Poisson distributed with mean $t/\tau$, so $\lambda^n$ averages to $e^{-(1-\lambda)t/\tau}$. With $p=\tau/\tau_i$,
\begin{equation}
f(t)=\tfrac12\left[1+2e^{-t/\tau_i}-e^{-2t/\tau_i}\right].
\end{equation}
It is 0.80 at $t=\tau_i$ and 0.51 at $t=5\tau_i$. Short loops thus keep the interference of two valleys, and long loops keep half of it. The mode with $\lambda=1$ is not damped by valley scattering: time reversal ties it to the conservation of total probability in the two valleys.

\section{From the loops to the logarithm}

\textbf{Q.} How does this fraction become a coefficient in the conductance?

\textbf{A.} Each pair mode relaxes at a rate $\Gamma_j=(1-\lambda_j)/\tau$, so the rates are $0,\,1/\tau_i,\,1/\tau_i,\,2/\tau_i$. I need the sum of the maximally crossed diagrams, in which the retarded line passes the impurities in one order and the advanced line in the other.

Let $\nu$ be the density of states per spin and valley, $v_F$ the Fermi velocity, and $w$ the impurity strength, with $2\pi\nu w=1/\tau$. One step of a pair with total momentum $q$ contributes
\begin{equation}
P(q)=\left\langle\frac{1}{1+\tau/\tau_\varphi+iq\ell\cos\theta}\right\rangle_\theta
\simeq 1-\frac{\tau}{\tau_\varphi}-\frac{q^2\ell^2}{2}
=1-\tau\left(Dq^2+\frac1{\tau_\varphi}\right).
\end{equation}
The first form is the energy integral of a retarded and an advanced propagator whose energies differ by $\mathbf v\cdot\mathbf q$, with the loss of coherence added to the decay of the pair. The second expands to second order in $q\ell$ and uses $\langle\cos^2\theta\rangle=1/2$; the third uses $D=v_F^2\tau/2=\ell^2/2\tau$. In valley mode $j$ each step also carries $\lambda_j=1-\Gamma_j\tau$. For $\Gamma_j\tau\ll1$ the geometric series gives
\begin{equation}
C_j(q)\simeq\frac{w}{1-\lambda_jP}\simeq\frac{1}{2\pi\nu\tau^2}\,\frac{1}{Dq^2+\gamma_j},\qquad \gamma_j=\frac1{\tau_\varphi}+\Gamma_j.
\end{equation}

Now close the diagram with the two current vertices. The retarded line enters the series in valley $a$ and leaves in $b$; the advanced line enters in $b$ and leaves in $a$. The valley sum is thus the trace with $S$, which gives mode $j$ the sign $s_j$. The Kubo formula for two spins becomes
\begin{equation}
\delta\sigma=2\,\frac1{2\pi}\left(-\nu\frac{v_F^2}{2}\right)\int d\xi\,|G^R|^4\int\!\frac{d^2q}{(2\pi)^2}\sum_js_jC_j(q).
\end{equation}
The minus sign arises because the velocities at the two vertices are opposite, $v_x(-\mathbf k)=-v_x(\mathbf k)$. The energy integral is $\int d\xi\,(\xi^2+1/4\tau^2)^{-2}=4\pi\tau^3$. The factors in front combine to
\begin{equation}
-\frac{2}{2\pi}\,\frac{\nu v_F^2}{2}\,\frac{4\pi\tau^3}{2\pi\nu\tau^2}=-\frac{2}{\pi}\,\frac{v_F^2\tau}{2}=-\frac{2D}{\pi}.
\end{equation}
With $y=Dq^2$ we have $d^2q/(2\pi)^2\to dy/(4\pi D)$. Diffusion fails for loops shorter than $\tau$, so I stop at $y=1/\tau$. Restoring $e^2/\hbar$,
\begin{equation}
\delta\sigma=-G_0\sum_js_j\int_0^{1/\tau}\frac{dy}{y+\gamma_j}
=-G_0\sum_js_j\ln\left(1+\frac1{\gamma_j\tau}\right),\qquad G_0=\frac{e^2}{2\pi^2\hbar}.
\end{equation}
The sharp cutoff is a simplification, and it leaves constants of order $G_0$ uncertain. Diagrams with one more impurity line dressing the crossed series contain a velocity averaged alone over directions. For isotropic scattering this vanishes at $q=0$, so they also change constants and not the logarithm.

\textbf{Q.} So is the whole correction halved?

\textbf{A.} No, its dependence on $\tau_\varphi$ is. For $\tau_\varphi\gg\tau$, differentiating $-\ln\gamma_j$ with respect to $\ln\tau_\varphi$ gives $(1/\tau_\varphi)/\gamma_j=1/(1+\Gamma_j\tau_\varphi)$. With $x=\tau_\varphi/\tau_i$ the coefficient of the logarithm is
\begin{equation}
n(x)\equiv-\frac1{G_0}\frac{d\,\delta\sigma}{d\ln\tau_\varphi}=1+\frac{2}{1+x}-\frac{1}{1+2x}.
\end{equation}
For $x\ll1$ the linear terms cancel and $n\simeq2-2x^2$: two valleys. For $x\gg1$, $n\simeq1+3/(2x)$: one. Strong scattering therefore means $\tau_i\ll\tau_\varphi$; it need not be strong compared with $1/\tau$. When $\tau\ll\tau_i\ll\tau_\varphi$ the decaying modes add $2\ln(\tau_i/\tau)-\ln(\tau_i/2\tau)$, so that
\begin{equation}
\delta\sigma\simeq-G_0\left[\ln\frac{\tau_\varphi}{\tau}+\ln\frac{2\tau_i}{\tau}\right].
\end{equation}
The second term is the extra contribution of short loops, whose valleys are not yet scrambled. It does not depend on $\tau_\varphi$.

\section{When mixing does not halve it}

\textbf{Q.} Is any valley mixing enough, then? My interface also splits the valleys in energy.

\textbf{A.} No. Suppose every scatterer has $\phi=0$ or $\pi$. In the standing-wave basis $V=v\pm u\sigma_z$, which is diagonal. Electrons are scattered between $|+\rangle$ and $|-\rangle$, yet $|c\rangle$ and $|s\rangle$ never mix. They are two independent gases, each with its own disorder, and $n=2$ for any $x$.

For partly aligned phases, choose the axes so that $\langle\sin\phi\cos\phi\rangle=0$, keep $\langle\cos\phi\rangle=\langle\sin\phi\rangle=0$, and set $b=\langle\sin^2\phi\rangle\le1/2$. Then
\begin{equation}
K=(1-p)+p\left[(1-b)\,\sigma_z\otimes\sigma_z+b\,\sigma_x\otimes\sigma_x\right].
\end{equation}
On $|cc\rangle-|ss\rangle$ the two products give $+1$ and $-1$, so $\lambda=1-2pb$ and this mode relaxes at the rate $2b/\tau_i$. Without a valley splitting, halving requires $2b\,\tau_\varphi/\tau_i\gg1$. Random phases, $b=1/2$, return the earlier condition.

A uniform splitting $\Delta$ along the same axis adds $(\Delta/2)\sigma_z$ between collisions. The pairs $|cc\rangle$ and $|ss\rangle$ acquire no relative phase between a path and its reverse. The pairs $|cs\rangle$ and $|sc\rangle$ do, but without mixing they have no diagonal element of $S$ and drop out. Splitting alone therefore also leaves $n=2$. With random-phase scattering present it does not destroy the undamped mode, which is $|cc\rangle+|ss\rangle$ in this basis. The alignment matters: a splitting along the other axis, $(\Delta/2)\sigma_x$, rotates $|c\rangle$ into $|s\rangle$ between collisions, and fixed-phase scatterers then scramble the valleys too. With the times of the next section and $\Delta=0.2$ meV the 1 K slope drops from about 2 to 1.055.

\textbf{Q.} Has this been tried without diagrams?

\textbf{A.} Yes, on a small lattice, where the agreement is coarse. The Hamiltonian of a two-valley torus of $13\times15$ sites with random site potentials was diagonalised for ten disorder samples per case. The potential variance was 0.6 in units of the hopping energy squared, shared equally among $1,\sigma_x,\sigma_z$ in the random-phase case. The quantity is the excess probability of return to the initial site, in either valley, relative to the same samples threaded by three flux quanta, which break time reversal. Amplitudes were scaled to equal local density, and the part common to all sites was removed. The ideal excess is 1 for separate valleys and $1/2$ for scrambled ones.

The result is $0.82\pm0.02$ without mixing, $0.81\pm0.02$ with fixed-phase mixing and $0.47\pm0.01$ with random phases. The tests allowed deviations of 0.25, 0.25 and 0.15 from the ideal values. The fixed phase removes nothing, as it must, since the Hamiltonian then separates into two blocks with the same disorder strength as the unmixed case. Random phases remove nearly half: the ratio to the unmixed case is 0.57, not 0.50. Without the density scaling and the subtraction of the common part, that ratio is 0.62 in these samples; three other sets of samples give 0.63 to 0.72, while the scaled ratio stays between 0.55 and 0.57. The scaling has a reason: if the two valley states at a site have unequal densities $d_1,d_2$, the ideal excess for scrambled valleys is $(d_1^2+d_2^2)/(d_1+d_2)^2$, which is larger than one half. The shortfalls from the ideal values exceed the sampling errors, and I have not traced their cause.

\section{Numbers for a cryogenic transistor}

\textbf{Q.} What would I see in a device?

\textbf{A.} Take a density of $2\times10^{12}$ cm$^{-2}$, a mobility of 5000 cm$^2$/Vs and a mass of 0.19 free masses. Then $\tau=m\mu/e=0.540$ ps, $D=63$ cm$^2$/s and $k_F\ell=20.7$. I choose $\tau_i=5$ ps and $\tau_\varphi=100$ ps at 1 K, falling as $1/T$. With $G_0=12.33$ $\mu$S, two uncoupled valleys at 1 K give
\begin{equation}
\delta\sigma=-12.33\times2\ln\left(1+\frac{100}{0.540}\right)=-128.9\ \mu{\rm S}.
\end{equation}
For coupled valleys the decaying modes have $1/\gamma=1/(0.01+0.2)=4.76$ ps, twice, and $1/(0.01+0.4)=2.44$ ps. Hence
\begin{equation}
\delta\sigma=-12.33\,(5.227+2\times2.284-1.708)=-99.7\ \mu{\rm S}.
\end{equation}
The digits serve to check the arithmetic; the cutoff leaves each total uncertain by an amount of order $G_0$. The correction itself has fallen by roughly a quarter, from about 8\% to 6\% of the Drude conductance of 1602 $\mu$S. Its change on cooling from 4 K to 1 K falls further, from $-33.8$ to $-19.1$ $\mu$S, a ratio of 0.57 (the last digit depends on the diffusion approximation; the ladder summed without expanding in $q\ell$ gives about 0.55--0.56). It is not one half because $x$ is only 5 at 4 K, where $n=1.24$. At 1 K, $x=20$ and $n=1.07$; at 0.1 K the assumed law gives $n=1.01$. The coefficient comes within 10\% of one when $x$ exceeds about 14.

\textbf{Q.} Could I read $n$ from the temperature slope?

\textbf{A.} Not safely, because electron--electron interactions add their own logarithm of temperature. To size it I take, without deriving it, the standard diffusive result
\begin{equation}
\delta\sigma_{ee}=G_0\left[1+N_t\left(1-\frac{\ln(1+F)}{F}\right)\right]\ln\frac{k_BT\tau}{\hbar},
\end{equation}
with a rough interaction parameter $F=-0.25$. The formula requires $k_BT\tau/\hbar\ll1$; this ratio is 0.07 at 1 K but already 0.28 at 4 K, so the following figures are rough sizes and not predictions. Cooling from 4 K to 1 K then changes the conductance by about $-9$ $\mu$S for $N_t=3$ triplet channels, and by about $+22$ $\mu$S for $N_t=15$, which applies when the valleys act as separate flavours. The latter is comparable with the weak-localisation change of $-19.1$ $\mu$S and opposite in sign, so with so rough an $F$ even the sign of the total change is open. A weak perpendicular field is the better probe: the interaction term above depends on it only through the spin splitting, which at a millitesla is far below $k_BT$.

\textbf{Q.} What does the field do to the four modes?

\textbf{A.} The pair has charge $2e$, so $Dq^2$ becomes $(4eBD/\hbar)(k+\frac12)$ with $k=0,1,2,\ldots$. Put $b_j=\hbar\gamma_j/(4eDB)$. Each integral over $y$ becomes a sum, and the conductance gained by applying the field is
\begin{equation}
\Delta\sigma=G_0\sum_js_j\lim_{M\to\infty}\left[\int_0^M\!\frac{dz}{z+b_j}-\sum_{k=0}^{M-1}\frac1{k+\frac12+b_j}\right]
=G_0\sum_js_j\left[\psi\left(\tfrac12+b_j\right)-\ln b_j\right],
\end{equation}
where $\psi$ is the digamma function. For large $b_j$ the bracket is the error of the midpoint rule, $\frac1{24}\int_0^\infty g''dz=-g'(0)/24=1/(24b_j^2)$ with $g=1/(z+b_j)$. At low field the ratio of coupled to uncoupled magnetoconductance is therefore
\begin{equation}
\frac12\left[1+\frac{2}{(1+x)^2}-\frac1{(1+2x)^2}\right],
\end{equation}
which is 0.502 at $x=20$. This approaches one half faster than $n(x)/2$ does, because the decaying modes enter squared. At 1 K and 0.1 mT the full expression gives 0.147 $\mu$S for uncoupled and 0.074 $\mu$S for coupled valleys; at 1 mT it gives 7.02 and 3.54 $\mu$S.

The field must stay well below $\hbar/(4eD\tau_i)\approx5$ mT. Above that it selects loops shorter than $\tau_i$, whose valleys are not yet scrambled, and the field dependence moves back towards that of two valleys. The diffusive formula itself fails as the field approaches $\hbar/(4eD\tau)\approx48$ mT.

\textbf{Q.} How far can I trust this for my own transistor?

\textbf{A.} The inputs are rough values typical of a silicon MOSFET at low temperature, and $\tau_i$ in particular depends on the interface. The one-subband assumption holds here, though the room left depends on the approximation used for the well. A triangular-well estimate puts the next levels 37 and 40 meV up, against a Fermi energy of 12.6 meV. It overestimates the gaps, because the electrons themselves screen the field farther from the interface; a self-consistent Hartree potential with a depletion charge of $10^{11}$ cm$^{-2}$ lowers both to roughly 17--18 meV. This Hartree margin of 4--5 meV is still large compared with $k_BT$ at a few kelvin; half that depletion charge leaves about 1.8 meV, and raising the electron density to $3\times10^{12}$ cm$^{-2}$ leaves about 1.3 meV. The Hartree potential in turn understates the gaps, because exchange and correlation pull the occupied subband down: a local-density estimate, without the image potential, gives gaps of roughly 25--32 meV at $2\times10^{12}$ cm$^{-2}$ with the full depletion charge, and margins of 10--15 meV in all three cases. Thermal smearing is small, with $k_BT/E_F=0.03$ at 4 K, and corrections of higher order in $1/(k_F\ell)$ start from 0.05. A real interface does split the valleys; a rough 0.2 meV moves the 1 K slope from 1.06 to 1.05 and the correction from $-99.7$ to $-97.9$ $\mu$S. These slopes include the finite cutoff, hence 1.06 and not 1.07.

The largest omission is the interaction term sized above. Its estimate is itself loose, since $\hbar/\tau_i=0.13$ meV lies between $k_BT$ at 1 K and at 4 K, so the number of triplet channels is changing in this range. Smooth disorder from remote charges would break the assumption of isotropic scattering, and I have not worked out that case. The numerical output lists the remaining values.

\section*{Table of computed values}
\begin{verbatim}
lattice excess return, no mixing: 0.823 +- 0.021
  scaled return with flux: 1.026
lattice excess return, fixed phase: 0.810 +- 0.024
  scaled return with flux: 1.015
lattice excess return, random phase: 0.466 +- 0.011
  scaled return with flux: 0.982
lattice ratio random phase / no mixing: 0.566
same ratio without density scaling: 0.616
enumerated interfering fraction (p=0.2, 5 hits): 0.78880
interfering fraction at t/tau_i = 0.1: 0.9955
interfering fraction at t/tau_i = 1.0: 0.8002
interfering fraction at t/tau_i = 5.0: 0.5067
log coefficient, random phase, x=200: 1.0075
log coefficient, fixed phase, x=200: 2.0000
log coefficient, splitting only: 2.0000
ladder prefactor / (1/(2 pi^2)): 0.9999
density: 2.0e+12 cm^-2; mobility: 5000 cm2/Vs
in-plane mass: 0.19 free masses
tau: 0.540 ps; tau_i: 5.0 ps
tau_phi at 1 K: 100 ps; at 4 K: 25 ps
Fermi energy: 12.60 meV; kF l: 20.7
mean free path: 82.5 nm
diffusion constant: 63.0 cm2/s
coherence length at 1 K: 794 nm
Drude sheet conductance: 1602 uS; G0: 12.331 uS
correction at 1 K, uncoupled: -128.9 uS
correction at 1 K, coupled: -99.7 uS
correction at 4 K, uncoupled: -95.1 uS
correction at 4 K, coupled: -80.6 uS
change 4 K to 1 K, uncoupled: -33.80 uS
change 4 K to 1 K, coupled: -19.13 uS
ratio of these changes: 0.566
n at 0.1 K (x = 200.0): 1.007
n at 0.3 K (x = 66.7): 1.022
n at 1.0 K (x = 20.0): 1.071
n at 4.0 K (x = 5.0): 1.242
x at which n = 1.1: 13.8
1 K, 0.01 mT: uncoupled 0.0015, coupled 0.0008 uS
1 K, 0.10 mT: uncoupled 0.1470, coupled 0.0738 uS
1 K, 1.00 mT: uncoupled 7.0225, coupled 3.5407 uS
valley splitting (rough): 0.20 meV; times tau/hbar: 0.164
1 K slope with cutoff: 1.060; with splitting: 1.048
1 K correction with splitting: -97.9 uS
kT/EF at 1 K: 0.0068; at 4 K: 0.0274
triangular well, depletion charge: 1.0e+11 cm^-2
gap to second subband: 40.1 meV
gap to fourfold valleys: 36.9 meV
1/(kF l): 0.048
interaction parameter F (rough): -0.25
interaction change 4 K to 1 K, 3 triplets: -9.4 uS
interaction change 4 K to 1 K, 15 triplets: 21.6 uS
\end{verbatim}
